# Positive spherical aberration of round electron lenses that form real images

When the final lens of an electron-beam writer is optimised numerically, someone must decide whether zero spherical aberration is a permissible target. If round lenses could reach it, the search could add electrodes and coils until the aberration vanished. If they cannot, such additions can at best reduce it, the beam angle must be chosen with a remaining blur in mind, and cancellation needs something outside the assumptions below. The theorem below settles this for third-order aberration.

## Assumptions and statement

An electron of charge \(-e\) and mass \(m\) moves through static fields that are rotationally symmetric about \(z\). There is no charge or current where the beam passes. Let \(e\phi\) be its kinetic energy, so that \(\phi\) is the electrostatic potential plus a constant. On the axis \(\phi(z)>0\), all fields are smooth, and the electron never turns back. Define

\[
\epsilon=\frac{e}{2mc^2},\quad \gamma=1+2\epsilon\phi,\quad P=\phi+\epsilon\phi^2,\quad \eta=\sqrt{\frac{e}{2m}},\quad b=\frac{\eta B}{2},
\]

where \(B(z)\) is the axial magnetic field and primes mean \(d/dz\). The paraxial ray \(h\) starts at the object with \(h(z_o)=0\), \(h'(z_o)=1\). A real image is a later point \(z_i\) with \(h(z_i)=0\). A ray of initial slope \(\alpha\) misses the axis there by \(MC\alpha^3\) to third order, \(M\) being the magnification.

**Theorem.** Under these assumptions \(C>0\).

The fields may be electric, magnetic or both, in any number of lenses. Object and image may lie inside the fields, and intermediate images are allowed.

## Lemma 1: the meridional index

**Lemma.** Rays from an axial point obey the ray equation of the Lagrangian \(L=n\sqrt{1+r'^2}\), with

\[
n^2=P-Qr^2+Rr^4+\dots,\qquad Q=\frac{\gamma\phi''}{4}+b^2,\qquad
R=\frac{\gamma\phi''''}{64}+\frac{\epsilon\phi''^2}{16}+\frac{bb''}{4}. \tag{1}
\]

**Proof.** The relation \((e\phi+mc^2)^2=p^2c^2+m^2c^4\) gives \(p^2=2me(\phi+\epsilon\phi^2)\). A round magnetic field has an azimuthal vector potential \(A\). The canonical angular momentum \(r(p_\theta-eA)\) is conserved and vanishes on the axis, so \(p_\theta=eA\). In units of \(\sqrt{2me}\),

\[
p_r^2+p_z^2=n^2=\phi+\epsilon\phi^2-\eta^2A^2
\]

with off-axis fields on the right. Taking \(z\) as the independent variable, the Hamiltonian is \(-p_z=-\sqrt{n^2-p_r^2}\). Then \(r'=p_r/p_z\), and \(L=p_rr'+p_z=n\sqrt{1+r'^2}\).

Laplace's equation fixes the fields off the axis. Since \(r^{-1}(r(r^k)_r)_r=k^2r^{k-2}\),

\[
\phi(r,z)=\phi-\tfrac14\phi''r^2+\tfrac1{64}\phi''''r^4+\dots
\]

The component \(B_z=B-B''r^2/4+\dots\) is harmonic too, and \(B_z=r^{-1}(rA)_r\) integrates to \(A=Br/2-B''r^3/16+\dots\). Thus \(\eta^2A^2=b^2r^2-bb''r^4/4+\dots\). Inserting both series into \(n^2\) gives (1); the term \(\epsilon\phi''^2/16\) is the square of the second-order potential. ∎

## Lemma 2: the aberration integral

**Lemma.**

\[
\sqrt{P_o}\,C=\int_{z_o}^{z_i}\left[\frac{(Ph'^2+Qh^2)^2}{2P^{3/2}}-\frac{2Rh^4}{\sqrt P}\right]dz. \tag{2}
\]

**Proof.** Expanding \(n\) and \(\sqrt{1+r'^2}\) gives

\[
L_2=\frac{\sqrt P\,r'^2}{2}-\frac{Qr^2}{2\sqrt P},
\]
\[
L_4=\frac{Rr^4}{2\sqrt P}-\frac{Q^2r^4}{8P^{3/2}}-\frac{Qr^2r'^2}{4\sqrt P}-\frac{\sqrt P\,r'^4}{8}.
\]

The first yields the paraxial equation

\[
(\sqrt P\,h')'+\frac{Qh}{\sqrt P}=0. \tag{3}
\]

Write \(r=\alpha h+\delta\), with \(\delta\) of order \(\alpha^3\) and \(\delta(z_o)=0\). The third-order part of the ray equation is

\[
(\sqrt P\,\delta')'+\frac{Q\delta}{\sqrt P}=\frac{\partial L_4}{\partial r}-\frac{d}{dz}\frac{\partial L_4}{\partial r'},
\]

with the right side evaluated on \(\alpha h\). Multiply by \(h\) and integrate. By (3) the left side becomes \([\sqrt P(h\delta'-h'\delta)]_{z_o}^{z_i}=-\sqrt{P_i}\,h_i'\delta_i\). On the right, integrate the last term by parts; its boundary value contains \(h\) and vanishes. Because \(L_4\) is homogeneous of degree four, \(h\,\partial L_4/\partial h+h'\,\partial L_4/\partial h'=4L_4\), so

\[
-\sqrt{P_i}\,h_i'\,\delta_i=4\alpha^3\int L_4(h,h')\,dz .
\]

To bring in \(M\), consider a paraxial ray with scaled canonical angular momentum \(\ell\). Its azimuthal term is \((\ell/r+br)^2=\ell^2/r^2+b^2r^2+2b\ell\). The last part only turns the coordinate frame, so each Cartesian component in the turning frame obeys (3). Take a solution \(g\) with \(g(z_o)=1\), \(g(z_i)=M\). The Wronskian \(\sqrt P(gh'-hg')\) is constant, hence \(M\sqrt{P_i}\,h_i'=\sqrt{P_o}\). With \(\delta_i=MC\alpha^3\) we get \(\sqrt{P_o}\,C=-4\int L_4dz\), which is (2) once the three terms without \(R\) are collected into a square. ∎

The sign has a direct meaning. Since \(M\) and \(h_i'\) have the same sign, \(C>0\) says that displacement and slope agree at \(z_i\): the outer ray has already crossed the axis. In terms of the image-side slope \(\alpha_i=h_i'\alpha\), the miss is \(C_i\alpha_i^3\) with \(C_i=M^4(P_i/P_o)^{3/2}C\).

## Lemma 3: a sum of squares

The sign of (2) is hidden by \(\phi''''\) and \(b''\). Put

\[
t=\frac{\phi'}P,\quad W=\frac{\phi''}P,\quad \sigma=\frac{h'}h,\quad \beta=\frac b{\sqrt P},\quad \beta_1=\frac{b'}{\sqrt P},\quad G=\gamma^2,\quad X=2\sigma t+W.
\]

**Lemma.** \(64\sqrt{P_o}\,C=\int\sqrt P\,h^4S\,dz\), where

\[
\begin{aligned}
S={}&(G+2)\Big[X+\tfrac{\gamma(8\beta^2-t^2)}{G+2}\Big]^2+(G+1)\Big[W+\tfrac{\gamma(8\beta^2-(11+4G)t^2)}{4(G+1)}\Big]^2\\
&+8\beta^2\big(\sigma+\tfrac{\gamma t}2\big)^2+32\big[\beta_1+\beta\big(\tfrac\sigma2-\tfrac{3\gamma t}4\big)\big]^2\\
&+c_1t^4+c_2t^2\beta^2+c_3\beta^4, 
\end{aligned}\tag{4}
\]

and \(c_1,c_2,c_3>0\) for every \(G\ge1\).

**Proof.** *Removing high derivatives.* Since \(G=1+4\epsilon P\) and \(P'=\gamma\phi'\), the variables change according to

\[
\gamma'=\tfrac12(G-1)t,\quad t'=W-\gamma t^2,\quad (\beta^2)'=2\beta\beta_1-\gamma t\beta^2,
\]
\[
\sigma'=-\sigma^2-\tfrac12\gamma t\sigma-q,\qquad q=Q/P=\tfrac14\gamma W+\beta^2,
\]

the last being (3). Divided by \(\sqrt P\,h^4\), the integrand of (2) is

\[
\tfrac12(\sigma^2+q)^2-\frac{\gamma\phi''''}{32P}-\frac{(G-1)W^2}{32}-\frac{bb''}{2P}.
\]

Let \(w=\gamma h^4/\sqrt P\). Then \(w'=h^4P^{-1/2}(4\gamma\sigma-t/2)\), and

\[
\begin{aligned}
w''&=\tfrac{h^4}{\sqrt P}\big[(4\sigma-\tfrac{\gamma t}2)(4\gamma\sigma-\tfrac t2)+4\gamma'\sigma+4\gamma\sigma'-\tfrac{t'}2\big]\\
&=\tfrac{h^4}{\sqrt P}\big[12\gamma\sigma^2-(4+2G)\sigma t+\tfrac34\gamma t^2-4\gamma q-\tfrac W2\big].
\end{aligned}
\]

Two integrations by parts replace \(-w\phi''''/32\) by \(-w''\phi''/32\). One replaces \(-bb''h^4/(2\sqrt P)\) by \(\tfrac12b'(bh^4/\sqrt P)'\), which is \(\sqrt P\,h^4[\tfrac12\beta_1^2+\beta\beta_1(2\sigma-\tfrac14\gamma t)]\). The boundary terms contain \(h\) and vanish. The integrand is now \(\sqrt P\,h^4J\), with

\[
\begin{aligned}
J={}&\tfrac12\sigma^4-\tfrac18\gamma W\sigma^2+\tfrac{2G+3}{64}W^2+\tfrac{G+2}{16}W\sigma t-\tfrac{3}{128}\gamma Wt^2\\
&+\tfrac12\beta^4+\sigma^2\beta^2+\tfrac38\gamma W\beta^2+\tfrac12\beta_1^2+\beta\beta_1(2\sigma-\tfrac14\gamma t).
\end{aligned}\tag{5}
\]

*Adding a derivative that integrates to zero.* For any \(f\), \((\sqrt P\,h^4f)'=\sqrt P\,h^4D[f]\) with \(D[f]=f'+(4\sigma+\gamma t/2)f\). If \(f\) contains \(\sigma\) at most to the third power, \(h^4f\) vanishes with \(h\), so \(D[f]\) may be added freely. For instance \(D[\sigma^3]=3\sigma^2\sigma'+4\sigma^4+\tfrac12\gamma t\sigma^3\). Inserting the derivatives above gives

\[
\begin{aligned}
D[\sigma^3]&=\sigma^4-\gamma\sigma^3t-\tfrac34\gamma\sigma^2W-3\sigma^2\beta^2,\\
D[\gamma\sigma^2t]&=2\gamma\sigma^3t-(G+\tfrac12)\sigma^2t^2-\tfrac12G\sigma tW+\gamma\sigma^2W-2\gamma\sigma t\beta^2,\\
D[G\sigma t^2]&=3G\sigma^2t^2-\gamma(G+1)\sigma t^3-\tfrac14\gamma GWt^2+2G\sigma tW-Gt^2\beta^2,\\
D[\gamma(G+2)t^3]&=4\gamma(G+2)\sigma t^3+3\gamma(G+2)Wt^2-\tfrac12(2G^2+11G+2)t^4,\\
D[\sigma\beta^2]&=3\sigma^2\beta^2-\gamma\sigma t\beta^2-\tfrac14\gamma W\beta^2-\beta^4+2\sigma\beta\beta_1,\\
D[\gamma t\beta^2]&=4\gamma\sigma t\beta^2+\gamma W\beta^2-(G+\tfrac12)t^2\beta^2+2\gamma t\beta\beta_1.
\end{aligned}
\]

Add these to \(J\) with factors \(-\tfrac12,-\tfrac14,-\tfrac1{16},-\tfrac1{64},-\tfrac34,-\tfrac14\). The terms in \(\sigma^4\), \(\sigma^3t\) and \(\sigma^2W\) cancel. Multiplied by 64, the sum is

\[
\begin{aligned}
S={}&(2G+3)W^2+4(G+2)(\sigma^2t^2+\sigma tW)-4\gamma\sigma t^3\\
&-\tfrac12\gamma(15+4G)Wt^2+\tfrac12(2G^2+11G+2)t^4\\
&+80\beta^4+16\sigma^2\beta^2+16\gamma\sigma t\beta^2+20\gamma W\beta^2+(20G+8)t^2\beta^2\\
&+32\beta_1^2+64\beta\beta_1(\tfrac\sigma2-\tfrac{3\gamma t}4).
\end{aligned}
\]

*Completing squares.* The last line is the final square in (4) minus \(32\beta^2(\sigma/2-3\gamma t/4)^2=\beta^2(8\sigma^2-24\gamma\sigma t+18Gt^2)\). After this subtraction the mixed terms are

\[
\begin{aligned}
&\beta^2[8\sigma^2+40\gamma\sigma t+20\gamma W+(2G+8)t^2]\\
&\quad=8\beta^2(\sigma+\tfrac{\gamma t}2)^2+\beta^2(16\gamma X+4\gamma W+8t^2),
\end{aligned}
\]

where \(32\gamma\sigma t=16\gamma(X-W)\) was used. Likewise \(4(\sigma^2t^2+\sigma tW)=X^2-W^2\) and \(-4\gamma\sigma t^3=-2\gamma t^2(X-W)\). Apart from the two squares already split off, there remains

\[
\begin{aligned}
&(G+2)X^2+2\gamma(8\beta^2-t^2)X\\
&+(G+1)W^2+\tfrac12\gamma[8\beta^2-(11+4G)t^2]W\\
&+\tfrac12(2G^2+11G+2)t^4+8t^2\beta^2+80\beta^4.
\end{aligned}
\]

\(X\) and \(W\) are decoupled. Completing their squares gives (4), with

\[
\begin{aligned}
c_1&=\tfrac12(2G^2+11G+2)-\frac G{G+2}-\frac{G(4G+11)^2}{16(G+1)},\\
c_2&=8+\frac{16G}{G+2}+\frac{G(4G+11)}{G+1},\qquad
c_3=80-\frac{64G}{G+2}-\frac{4G}{G+1}.
\end{aligned}
\]

Clearly \(c_2>0\), and \(c_3>80-64-4=12\). Over the denominator \(16(G+1)(G+2)\), the numerator of \(c_1\) is

\[
\begin{aligned}
&(16G^4+136G^3+312G^2+224G+32)-(16G^2+16G)\\
&\quad-(16G^4+120G^3+297G^2+242G)=16G^3-G^2-34G+32 .
\end{aligned}
\]

With \(G=1+u\) this is \(13+12u+47u^2+16u^3\), positive for \(u\ge0\). ∎

In the slow-electron limit \(G\to1\), the coefficients are \(c_1=0.135\), \(c_2=20.8\) and \(c_3=56.7\), so positivity does not depend on relativity.

## Proof of the theorem

No term in (4) is negative, so \(C\ge0\). Points where \(h=0\) cause no difficulty, because \(h^4S\) is a polynomial in \(h\) and \(h'\). Suppose \(C=0\). Then \(c_1t^4\) and \(c_3\beta^4\) vanish wherever \(h\ne0\). Zeros of \(h\) are isolated, since \(h=h'=0\) at one point would make \(h\) vanish everywhere. By continuity \(\phi'=0\) and \(B=0\) throughout. Equation (3) reduces to \(h''=0\), so \(h=z-z_o\) never returns to zero, contrary to the existence of an image. Hence \(C>0\). ∎

A second lens merely changes the functions \(\phi(z)\) and \(B(z)\), for which the proof already holds. It can lower the coefficient; it cannot supply a negative total.

**Remark 1: magnetic lenses.** For constant \(\phi\), \(t=W=0\), and (5) can be arranged directly:

\[
J=\tfrac12(\sigma^2+\beta^2)^2+\tfrac12\beta_1^2+2\sigma\beta\beta_1
=\tfrac12(\sigma^2-\beta^2)^2+\tfrac12(\beta_1+2\sigma\beta)^2 .
\]

This is a short proof for magnetic columns. Relativity enters through \(P\) alone.

**Remark 2: where the proof stops.** In a mirror the electron turns back and \(P\) reaches zero on the axis. A charged foil makes \(\phi'\) jump. For a virtual image the actual ray has no second zero, so boundary terms survive. Time-varying fields do not conserve energy, and non-round fields do not conserve angular momentum. The theorem makes no statement about the sign in these cases.

Charge in the beam region can be followed explicitly. Add \(\delta\phi=kr^4e^{-(z/l)^2}\) to a magnetic lens. This leaves (3) unchanged, adds \(\gamma ke^{-(z/l)^2}\) to \(R\), and changes \(C\) by

\[
\Delta C=-\frac{2\gamma k}{P}\int e^{-(z/l)^2}h^4dz .
\]

A positive \(k\) can therefore cancel \(C\). By Poisson's equation it requires, to leading order in \(r\), the negative charge density \(-16\varepsilon_0kr^2e^{-(z/l)^2}\), where \(\varepsilon_0\) is the vacuum permittivity.

## A 100 kV writing lens

Take \(B=B_0/(1+z^2/a^2)\), with \(B_0=0.1\) T and \(a=10\) mm. The beam potential is 100 kV, so \(\gamma=1.196\) and \(P=109.8\) kV. The object lies at \(-300\) mm. The paraxial ray returns to the axis at 40.74 mm, where the wafer is placed, with \(M=-0.1398\). Equation (2) gives \(C=6.60\times10^5\) mm at the object. Since \(P_i=P_o\),

\[
C_i=M^4C=(0.13975)^4(6.6007\times10^5\ \mathrm{mm})\approx252\ \mathrm{mm}.
\]

For a half-angle of 5 mrad at the wafer, the blur radius in the paraxial plane is

\[
C_i\alpha_i^3=(251.7\times10^6\ \mathrm{nm})(0.005)^3=31.5\ \mathrm{nm}.
\]

Refocusing subtracts a term linear in slope. With \(u=\alpha_i/(5\ \mathrm{mrad})\), the scaled miss is \(u^3-du\). At \(d=3/4\) its largest size on \(0\le u\le1\) is \(1/4\), reached at \(u=1/2\) and \(u=1\). No \(d\) does better: holding the value at \(u=1\) to \(1/4\) needs \(d\ge3/4\), and then the size at \(u=1/2\) is at least \(1/4\). The best-focus diameter is thus \(31.47/2=15.7\) nm.

Rays integrated from the Lorentz force in the full off-axis field, without the expansion (1), also give \(C_i=251.7\) mm. The same test was made for a relay of two magnetic bells, each of 0.16 T and 8 mm half-width, 80 mm apart, at 100 kV with the object 60 mm before the first. At its second image both routes give \(C=5.047\times10^4\) mm, so an intermediate image does not spoil the result.

Now try to cancel the aberration with a second bell-shaped lens of half-width 10 mm at \(z=-40\) mm. Object plane, wafer plane, beam potential far from the lens and wafer half-angle are held fixed. The main field is retuned, and the magnification is allowed to change.

- A reversed magnetic lens of \(-0.04\) T gives \(M=-0.153\) and \(C_i=293\) mm.
- A retarding electric lens of \(-40\) kV gives \(M=-0.164\) and \(C_i=484\) mm.

Both additions make this design worse. That is a property of these settings; the theorem forbids a zero, not an improvement.

Cancelling the original lens with the cloud of Remark 2, for \(l=10\) mm, needs \(1.1\times10^7\) electrons per cm³ at the beam edge in the lens centre, 0.190 mm from the axis. Traced rays confirm that \(C\) then vanishes within the test limit of 0.5% of its original value. A uniform 10 nA beam of that radius has a density of \(3.3\times10^3\) cm⁻³, some 3300 times less, and lacks the required \(r^2\) profile.

## Reading the result for a real writer

The 100 kV beam, the lens-to-wafer distance of about 4 cm and the half-angle of 5 mrad are values chosen for this example, not those of a particular machine. The bell field stands in for a real pole-piece field, so 252 mm is the coefficient of this model. Its 15.7 nm blur is large for a machine meant to form spots of a few nanometres. Halving the angle to 2.5 mrad divides the blur by eight, to 2.0 nm.

Real beams also break the assumptions of one energy and no mutual repulsion. For an assumed full energy spread of 1 eV, the chromatic blur radius at 5 mrad is 1.1 nm. The diffraction radius \(0.61\lambda/\alpha_i\) is 0.45 nm, and aberration beyond third order changes the paraxial-plane radius by 0.007 nm. For 10 nA, a random-pair estimate over the final cone gives a median Coulomb displacement of \(5\times10^{-4}\) nm and a 99th percentile of 0.9 nm; this covers only the smaller part of the path. Between object and lens the slopes are \(|M|\) times smaller over a cone of about the same width, so a pair's displacement is about \(1/M^2\) times larger at the object and \(1/|M|\approx7\) times larger at the wafer. Over the whole path the median becomes about 0.005 nm, the 90th percentile about 0.5 nm and the 99th percentile about 8 nm; repulsion before the object plane is still left out. At 5 mrad the chromatic, diffraction and higher-order terms are small beside the 7.9 nm best-focus radius, and so is the Coulomb displacement of most electrons, but its tail reaches that radius. At 2.5 mrad the spherical radius is 1.0 nm, while chromatic blur falls to 0.6 nm and diffraction rises to 0.9 nm, so all three matter. At the same current the Coulomb tail then grows as well: its 99th percentile over the whole path is about 16 nm, while the 90th percentile stays near 0.5 nm. Misalignment and imperfect roundness are not sized here.

The added electric lens has a peak axial field of 2.6 kV/mm. This value alone does not show that real electrodes would hold the voltage: their surfaces can carry stronger fields, and breakdown also depends on the gap and the surface condition. The model potential also has a long tail, still \(-40/(1+8.07^2)\approx-0.60\) kV at the wafer. A conducting wafer would reshape that tail, so the 484 mm belongs to the model field.

For the optimisation, zero third-order aberration should be removed as a target while the lenses remain static, round and charge-free, form a real image of a real object, and never turn the beam back. The remaining task is to balance a positive coefficient against angle, current and diffraction. The numerical output follows.

## Computed results

```
slow-electron coefficients c1, c2, c3: 0.13542 20.8333 56.6667
electric test lens: C integral, squares, rays = 116777.474 116777.474 116776.930 mm
magnetic test lens: C integral, squares, rays = 3390.762 3390.762 3390.758 mm
mixed test lens: C integral, squares, rays = 3107.814 3107.814 3107.807 mm
relay (second image) test lens: C integral, squares, rays = 50472.975 50472.975 50472.966 mm
random lens systems tried: 36
real images found in them: 24
smallest C / (object-image distance): 10.8175
beam potential: 100 kV; gamma = 1.19570
relativistic potential P: 109.78 kV
lens peak field: 0.100 T; half-width: 10.0 mm
object position: -300.0 mm; wafer position: 40.7381 mm
magnification M: -0.13975
half-angle at wafer: 5.00 mrad; at object: 0.6987 mrad
C referred to object: 6.6007e+05 mm
C_i referred to wafer: 251.748 mm
C_i from traced rays: 251.748 mm
blur radius in paraxial image plane: 31.469 nm
best-focus radius / paraxial-plane radius: 0.2500
blur diameter at best focus: 15.734 nm
added reversed magnetic lens (-0.04 T)
  refocused main field: 0.09994 T; M = -0.15256
  C_i: 292.943 mm
added retarding electric lens (-40 kV)
  refocused main field: 0.09079 T; M = -0.16381
  C_i: 483.864 mm
peak axial field of the added electric lens: 2.598 kV/mm
beam radius in the lens: 0.1902 mm
traced C with charge cloud / C without: -0.00000
cloud electron density at beam edge: 1.101e+07 cm^-3
beam's own electron density there: 3.341e+03 cm^-3
higher-order change of blur radius: 0.0074 nm
energy spread, full width: 1.0 eV
chromatic blur radius: 1.146 nm
electron wavelength: 0.00370 nm
diffraction radius 0.61 lambda/angle: 0.452 nm
beam current: 10.0 nA; mean axial electron spacing: 2.633 mm
Coulomb displacement in final cone, median: 5.48e-04 nm
Coulomb displacement, 99th percentile: 9.42e-01 nm
```
